# Why attractive impurities drive gap levels toward the host dangling-bond limit, part 2

The problem is how accurately the orbital energies of a substitutional impurity must be known to calculate its level in the host gap, between the valence edge $E_v$ and the conduction edge $E_c$. The description is one-electron and mean-field, with a fixed lattice and orthonormal localized orbitals. Energies in the numerical examples are in eV.

The impurity changes the energy of one orbital $|0\rangle$ from $\varepsilon$ to $\varepsilon+V$, with $V<0$ for attraction, and leaves the rest of the host Hamiltonian $H_0$ unchanged. A gap level $E$ satisfies

$$G(E)=\frac1V,\qquad G(E)=\langle 0|(E-H_0)^{-1}|0\rangle .$$

$G$ falls strictly across the gap. If $G(E_c^-)$ is finite and negative, the level enters the gap at the threshold $V_{\rm th}=1/G(E_c^-)$. If $G$ vanishes at $E_0$ inside the gap, the level tends to $E_0$ from above as $V\to-\infty$. Without such a zero this pinning fails.

With $P=1-|0\rangle\langle0|$, the host without the orbital has the Hamiltonian $K=PH_0P$, and $|h\rangle=PH_0|0\rangle$ collects the hopping elements from $|0\rangle$. The limit $E_0$ is the eigenvalue of $K$ belonging to the normalized vacancy state $|\chi\rangle$, which is supplied by the neighbours' dangling bonds. Writing the gap state as $|\psi\rangle=c|0\rangle+|\varphi\rangle$, with $|\varphi\rangle=P|\psi\rangle$, gives the partitioned equations

$$(E-\varepsilon-V)c=\langle h|\varphi\rangle,\qquad (E-K)|\varphi\rangle=c|h\rangle .$$

Near the limit,

$$E-E_0=\frac{1}{VG'(E_0)}-\frac{G''(E_0)}{2[G'(E_0)]^3V^2}+O(V^{-3}) ,$$

where $G'(E_0)=-1/Z_0$ and $Z_0=|\langle h|\chi\rangle|^2$. The leading term for attraction is $Z_0/|V|$. The weight on the impurity orbital is

$$w=|c|^2=\frac{1}{V^2[-G'(E)]} ,\qquad \frac{dE}{dV}=w .$$

Strong attraction also produces a hyperdeep level far below the host bands,

$$E_h=\varepsilon+V+\frac{M_2}{V}+O(V^{-2}) ,\qquad M_2=\langle h|h\rangle .$$

## From a solvable chain to a tetrahedral host

An impurity that shifts the energy of a host orbital $|0\rangle$ by $V$ has a gap level where $G(E)=1/V$, with $G(E)=\langle0|(E-H_0)^{-1}|0\rangle$ and $H_0$ the host Hamiltonian. If $G$ has a zero $E_0$ between the gap edges $E_v$ and $E_c$, this is the level of the host with the orbital removed. For strong attraction the gap level lies above it by about $Z_0/|V|$, where $Z_0=-1/G'(E_0)$. The weight on the impurity orbital is $w=dE/dV=1/[V^2(-G')]$. The Hamiltonian without the orbital is $K$.

A chain with two sites per cell allows the Green function, the limit and the limiting state to be found in closed form. Let sites $A$ have energy $+\Delta$ and sites $B$ energy $-\Delta$, with $\Delta>0$. Site $A_n$ is joined to $B_n$ by the hopping $t_1$, and $B_n$ to $A_{n+1}$ by $t_2$, both positive. For Bloch phase $k$ the two sublattices are coupled by $f=t_1+t_2e^{-ik}$, so that

$$|f|^2=t_1^2+t_2^2+2t_1t_2\cos k .$$

The bands obey $E^2=\Delta^2+|f|^2$. The smallest value of $|f|$ is $|t_1-t_2|$, and the gap is $|E|<\sqrt{\Delta^2+(t_1-t_2)^2}$. The $AA$ element of the inverse of the $2\times2$ matrix $E-H_0(k)$ is the opposite diagonal element, $E+\Delta$, divided by the determinant $E^2-\Delta^2-|f|^2$. With $x=E^2-\Delta^2$,

$$G_{AA}(E)=(E+\Delta)\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{1}{x-t_1^2-t_2^2-2t_1t_2\cos k} .$$

In the gap $p=t_1^2+t_2^2-x$ exceeds $q=2t_1t_2$, and the standard integral of $1/(p+q\cos k)$ over a period, divided by $2\pi$, is $1/\sqrt{p^2-q^2}$. Factoring $p^2-q^2=(p+q)(p-q)$ gives

$$G_{AA}(E)=-\frac{E+\Delta}{\sqrt{[(t_1+t_2)^2-x]\,[(t_1-t_2)^2-x]}} .$$

For unequal hoppings the zero is at $E_0=-\Delta$, the site energy of the neighbour $B$, although the impurity sits on $A$. The slope follows by setting $x=0$ in the root, which gives $G'_{AA}(E_0)=-1/|t_1^2-t_2^2|$ and therefore $Z_0=|t_1^2-t_2^2|$.

The limiting state can be written down. Take $t_1>t_2$ and remove $A_0$. Site $B_0$ has lost its strong bond and is held by the weak one. Look for a state at $E=-\Delta$ with amplitudes $b_n$ on the $B$ sites to the right and none on the $A$ sites. The equations on the $B$ sites are then satisfied, and the equation on $A_{n+1}$ requires

$$t_2b_n+t_1b_{n+1}=0,\qquad b_{n+1}=-\frac{t_2}{t_1}\,b_n .$$

The state decays into the chain, and summing the geometric series of weights gives $|b_0|^2=1-(t_2/t_1)^2$. On the other side of the vacancy the same construction gives amplitudes that grow away from the end, so no bound state arises there. The limit in this chain is one dangling bond, left by the broken strong bond. Its squared coupling to the removed site is $t_1^2|b_0|^2=t_1^2-t_2^2$, which agrees with $Z_0$ from the slope.

Take $t_1=2$ eV, $t_2=1$ eV and $\Delta=0.4$ eV. The gap edges are at $\pm1.08$ eV, the limit is $-0.40$ eV, the end site holds 75% of the limiting state, and $Z_0=3$ eV². Solving $G_{AA}=1/V$ numerically by root bracketing gives levels at 0.97, 0.53, $-0.07$ and $-0.30$ eV for $V=-1$, $-3$, $-10$ and $-30$ eV. At the last value the leading law predicts $-0.40+3/30=-0.30$ eV.

The chain also shows how pinning can fail. For equal hoppings $t_1=t_2=t$ the gap is $|E|<\Delta$, and $x$ is negative inside it. The Green function on a $B$ site follows from $G_{AA}$ by reversing the sign of $\Delta$:

$$G_{BB}(E)=\frac{\Delta-E}{\sqrt{(4t^2-x)(-x)}}>0 .$$

No negative $V$ can satisfy $G_{BB}=1/V$, and an attractive impurity on $B$ has no gap level at any strength. For an impurity on $A$ the function $G_{AA}$ is negative inside the gap and reaches zero at the edge $E=-\Delta$, so the level slides to the valence edge. The dangling-bond state has disappeared because its amplitude ratio $-t_2/t_1$ is now $-1$ and no longer decays.

In a tetrahedral crystal the impurity site carries one $s$ and three $p$ orbitals. The site symmetry leaves $s$ unchanged and mixes the three $p$ orbitals irreducibly. The on-site block of the Green function must be invariant under these operations, so its $s$–$p$ elements vanish and its $p$ part is a multiple $G_p$ of the unit matrix. The problem separates into an $A_1$ channel and a threefold $T_2$ channel:

$$G_s(E)=\frac{1}{V_s},\qquad G_p(E)=\frac{1}{V_p} .$$

At a zero of $G_p$ the vector $(E_0-H_0)^{-1}|p_x\rangle$ has no amplitude on $p_x$, and by symmetry none on the other three orbitals of the site. It is therefore a state of the full vacancy, from which the whole atom is missing. The same argument holds for $s$, and each channel has its own limit.

The numerical example is a diamond lattice with nearest-neighbour hopping and round parameters that represent no particular material. The orbital energies are $-4$ eV for $s$ and $2$ eV for $p$. The hopping parameters, in eV, are $V_{ss\sigma}=-1.7$, $V_{sp\sigma}=2.2$, $V_{pp\sigma}=3.5$ and $V_{pp\pi}=-0.5$. For a bond along the unit vector $\mathbf d$ from atom $A$ to atom $B$, an $s$ orbital on $A$ couples to $p_i$ on $B$ by $d_iV_{sp\sigma}$, and $p_i$ on $A$ to $s$ on $B$ by $-d_iV_{sp\sigma}$. Two $p$ orbitals couple by $d_id_jV_{pp\sigma}+(\delta_{ij}-d_id_j)V_{pp\pi}$.

The band edges lie at the zone centre, where the couplings of the four bonds add. Since $\sum d_id_j=\tfrac43\delta_{ij}$, the $p$ states are shifted by $\tfrac43(3.5)+\tfrac83(-0.5)=3.33$ eV, and the lower of them is $E_v=2-3.33=-1.33$ eV. The upper $s$ state is $E_c=-4+4(1.7)=2.80$ eV. Diagonalizing the $8\times8$ Bloch Hamiltonian on a $24^3$ mesh finds no valence state higher and no conduction state lower, so the gap is 4.13 eV. The weights and energies from this mesh give $G_s$ and $G_p$ as sums, and the levels follow by root bracketing.

The $T_2$ channel has its zero at $E_0=0.79$ eV, which is 2.12 eV above the valence edge. The slope there is $-0.0568$ eV$^{-2}$, so $Z_0=1/0.0568=17.6$ eV². The level enters the gap at $V_p=-6.8$ eV, and at $V_p=-5$ eV there is none. For stronger attraction, with energies in eV,

$$\begin{array}{rcccc}
V_p & E & E-E_0 & Z_0/|V_p| & w\\
-10 & 2.38 & 1.59 & 1.76 & 0.115\\
-20 & 1.67 & 0.88 & 0.88 & 0.041\\
-40 & 1.24 & 0.45 & 0.44 & 0.011\\
-80 & 1.01 & 0.22 & 0.22 & 0.0028\\
-160 & 0.90 & 0.11 & 0.11 & 0.0007
\end{array}$$

The leading law is too high at $-10$ eV and slightly too low at $-40$ eV. Its agreement at $-20$ eV is a crossing of the two curves and not a sign of uniform accuracy. A single $V^{-2}$ correction has one sign, so terms beyond it must matter at the weaker potentials.

These numbers answer the question of effort for this host. At $V_p=-10$ eV an error of 1 eV in the impurity orbital energy moves the level by about 0.11 eV, although the level is still 1.6 eV above its limit. To come within 0.1 eV of the limit would take $|V_p|\approx17.6/0.1=176$ eV, far beyond any difference of valence orbital energies. The limit thus explains the direction and the flattening of the trend, but the vacancy energy is not a substitute for the impurity level. A rough $V_p$ together with an accurate $G_p$ does much better. The exception is a $V_p$ near the threshold of $-6.8$ eV, where an error of 1 eV can decide whether the gap holds a level at all.

The $p$ orbital's total squared hopping is

$$M_2=\tfrac43(2.2)^2+\tfrac43(3.5)^2+\tfrac83(0.5)^2=23.5\ {\rm eV}^2 .$$

The share $Z_0/M_2=17.6/23.5=0.75$ is the part of the normalized hopping vector that lies in the vacancy level. At $V_p=-160$ eV the hyperdeep level is predicted at $2-160-23.5/160=-158.15$ eV. Diagonalizing a periodic cell of 128 atoms with the impurity in it also gives $-158.15$ eV.

The character of the limiting state comes from the same cell with one atom removed. On each neighbour, form the hybrid that points into the vacancy,

$$|h_n\rangle=\tfrac12\left(|s_n\rangle-\sqrt3\,\mathbf d_n\cdot|\mathbf p_n\rangle\right),$$

where $\mathbf d_n$ points from the vacancy to neighbour $n$. The four inward hybrids hold 78% of the $T_2$ vacancy state, and the remaining orbitals of the four neighbours hold less than 1%. The rest is spread over more distant atoms. In this model the name dangling-bond limit is therefore a fair description of the state.

Its energy is nevertheless not that of a bare hybrid, which is $(-4+3\times2)/4=0.50$ eV. Both channels have their limits about 0.3 eV higher, at 0.791 eV for $T_2$ and 0.801 eV for $A_1$. The small splitting is sensitive to the size of the cell. In the 128-atom cell the order is reversed, with $A_1$ at 0.775 eV and $T_2$ at 0.798 eV, whereas meshes of $16^3$ and $24^3$ agree on $A_1$ lying above by 0.010 eV. The dangling hybrids have no direct hopping between them here. The shortest path from one to another that avoids the vacancy runs round the remainder of a six-membered ring and takes four hops.

A direct hopping $\beta$ between each pair of hybrids would change this. With a common energy $\varepsilon_h$, their $4\times4$ matrix has $\varepsilon_h$ on the diagonal and $\beta$ elsewhere. The symmetric combination has energy $\varepsilon_h+3\beta$, and the three combinations orthogonal to it have energy $\varepsilon_h-\beta$. Within this matrix a negative $\beta$ puts $A_1$ below $T_2$ by $4|\beta|$. In the vacancy the effect is smaller to first order in $\beta$, because part of each state lies on more distant atoms. The near coincidence of the two limits is thus a property of a model without such hopping and should not be carried over to a real vacancy.

A transition-metal impurity brings $d$ orbitals that have no counterpart in this host, so its level cannot be described as a shift of a host orbital. The argument survives in another form if the impurity's $s$ and $p$ orbitals are left out. Place a threefold $t_2$ set of $d$ orbitals with energy $\varepsilon_d$ in the vacancy. Each couples with strength $v$ to the matching combination of inward hybrids,

$$|u_i\rangle=\frac{\sqrt3}{2}\sum_n d_{n,i}|h_n\rangle ,$$

which is normalized because $\tfrac34\sum_nd_{n,i}^2=\tfrac34\cdot\tfrac43=1$. With $c$ the $d$ amplitude and $|\varphi\rangle$ the host part, $(E-\varepsilon_d)c=v\langle u|\varphi\rangle$ and $(E-K)|\varphi\rangle=vc|u\rangle$. Eliminating $|\varphi\rangle$ gives

$$E-\varepsilon_d=v^2g(E),\qquad g(E)=\langle u|(E-K)^{-1}|u\rangle .$$

As $\varepsilon_d\to-\infty$ the left side grows without bound, and the gap solution above $E_0$ must approach the pole of $g$, which lies at the vacancy level. With $g\approx Z/(E-E_0)$ and $Z=|\langle u|\chi\rangle|^2$, where $\chi$ is the matching vacancy state,

$$E-E_0\approx\frac{v^2Z}{E_0-\varepsilon_d} .$$

For $v=2$ eV the 128-atom cell gives $Z=0.78$ and $E_0=0.80$ eV. At $\varepsilon_d=-5$ eV the estimate is $4(0.78)/5.80=0.54$ eV, and diagonalization gives 0.49 eV. At $-10$ eV the two values are 0.29 and 0.28 eV, and at $-20$ eV both are 0.15 eV. The approach is faster than in the $p$ channel because $v^2Z=3.1$ eV² is smaller than $Z_0=17.6$ eV². That comparison rests on the chosen $v$. The vacancy limit itself rests on leaving out the impurity's $s$ and $p$ orbitals. If they are kept, $K$ must include them, and a deep $d$ set drives the level toward the gap level that the impurity would have without its $d$ orbitals. For $V_p=-10$ eV this is the 2.38 eV of the table, and for $V_p=0$ there is no such level to approach. In a real $d$ shell $\varepsilon_d$ also depends on the occupation, and interactions within the shell can split the level into multiplets, which a one-electron model does not contain.

The partitioned equations show which errors the limit forgives. Changing the hopping between impurity and neighbours alters the coupling vector but not $K$, so $E_0$ stays where it is. The leading rate of approach changes only if the squared overlap of this vector with the vacancy state changes. In the chain with $t_1>t_2$, altering the impurity's strong bond changes that rate, but altering its weak bond does not, because the limiting state has no amplitude on the site at the other end of the weak bond. Displacing the neighbours alters $K$, and the limit itself can move. It need not: in the chain, a changed hopping behind the end site leaves the limit at $-\Delta$, because the limiting state has no amplitude on the $A$ sites. A potential that reaches beyond the central site can also move the limit, provided it acts on orbitals that carry part of the limiting state. If it shifts all orbitals of the four neighbours by a small energy $U$, first-order perturbation theory moves the $T_2$ limit by $U$ times the weight of the vacancy state on them, here $0.78\,U$. About four fifths of an error in the neighbours' potential thus passes into the limit, while an error on a deep impurity orbital leaves the limit unchanged and reaches the gap level reduced by the factor $w$.
